\section*{Outcomes and correlations in the singlet of two equal spins}

\section{Problem}

Two spins have the same quantum number $j=\tfrac12,1,\tfrac32,\dots$ and together form a normalized state $|S\rangle$ of total angular momentum zero, the singlet. Their spin operators are $\mathbf J_1$ and $\mathbf J_2$. Angular momenta are measured in units of $\hbar$, so that $\mathbf J_1^2$ and $\mathbf J_2^2$ both have the value $j(j+1)$.

\begin{enumerate}
\item Both spins are measured along the same axis, given by a real unit vector $\mathbf n$. Which pairs of outcomes $(m,m')$ occur, and with what probabilities?
\item Spin 1 is measured along $\mathbf a$ and spin 2 along $\mathbf b$, both real unit vectors. What is the mean product of the outcomes?
\item Evaluate the mean for $j=\tfrac32$ and an angle of $60^\circ$ between the axes.
\end{enumerate}

Operators of different spins commute. The product $(\mathbf a\cdot\mathbf J_1)(\mathbf b\cdot\mathbf J_2)$ is therefore Hermitian, and its expectation value is the mean asked for in the second question.

\section{A first estimate by scaling}

Replace the spins by classical vectors of length $j$, the largest component that a measurement can find. Zero total angular momentum makes them opposite, $\mathbf L_1=-\mathbf L_2=\mathbf L$. The singlet singles out no direction, so let $\mathbf L$ point anywhere with equal likelihood.

The average of $L_xL_y$ vanishes, because reversing $L_x$ alone leaves the distribution unchanged; the same holds for the other mixed products. The averages of $L_x^2$, $L_y^2$ and $L_z^2$ are equal and add up to $j^2$, so each is $j^2/3$. Hence
\begin{equation}
\overline{(\mathbf a\cdot\mathbf L_1)(\mathbf b\cdot\mathbf L_2)}
=-\overline{(\mathbf a\cdot\mathbf L)(\mathbf b\cdot\mathbf L)}
=-\frac{j^2}{3}\,\mathbf a\cdot\mathbf b .
\label{eq:estimate}
\end{equation}
The estimate predicts a mean product that is proportional to $j^2$ and to minus the cosine of the angle between the axes: negative for acute angles, positive for obtuse ones. For $j=\tfrac32$ and $\mathbf a\cdot\mathbf b=\tfrac12$ it gives $-\tfrac13\cdot\tfrac94\cdot\tfrac12=-\tfrac38$. The choice of $j$ for the length is a guess that the exact solution must judge.

\section{Exact solution}

\subsection{What zero total spin implies}

Let $\mathbf J=\mathbf J_1+\mathbf J_2$. Since $\mathbf J^2|S\rangle=0$ and the components $J_i$ are Hermitian,
\begin{equation}
0=\langle S|\mathbf J^2|S\rangle=\sum_{i=x,y,z}\big\|J_i|S\rangle\big\|^2 .
\end{equation}
A sum of non-negative terms vanishes only if each term does. Every component of $\mathbf J$ thus annihilates the singlet, and so does every linear combination of components:
\begin{equation}
(\mathbf n\cdot\mathbf J_1+\mathbf n\cdot\mathbf J_2)|S\rangle=0
\quad\text{for every }\mathbf n .
\label{eq:annihilate}
\end{equation}

\subsection{Outcomes along a common axis}

Let $|m\rangle|m'\rangle$ be the joint eigenstates of $\mathbf n\cdot\mathbf J_1$ and $\mathbf n\cdot\mathbf J_2$. Their inner product with Eq.~\eqref{eq:annihilate} is
\begin{equation}
(m+m')\,\langle m,m'|S\rangle=0 .
\end{equation}
The amplitude vanishes unless $m'=-m$: the outcomes are opposite in every run. The singlet therefore has the form
\begin{equation}
|S\rangle=\sum_{m=-j}^{j}c_m\,|m\rangle|{-m}\rangle .
\label{eq:form}
\end{equation}

The weights follow from the raising operator $J_+=\mathbf e_1\cdot\mathbf J+i\,\mathbf e_2\cdot\mathbf J$, where $\mathbf e_1,\mathbf e_2,\mathbf n$ form a right-handed orthonormal set. It too annihilates $|S\rangle$. For a single spin, with the usual phases,
\begin{equation}
J_+|m\rangle=\sqrt{j(j+1)-m(m+1)}\;|m+1\rangle .
\end{equation}
In $J_+|S\rangle$ the state $|m+1\rangle|{-m}\rangle$ arises in two ways. Raising spin 1 in $|m\rangle|{-m}\rangle$ gives the factor $\sqrt{j(j+1)-m(m+1)}$. Raising spin 2 in $|m+1\rangle|{-m-1}\rangle$ gives $\sqrt{j(j+1)-(-m-1)(-m)}$, which is the same number. Therefore
\begin{equation}
\sqrt{j(j+1)-m(m+1)}\;(c_m+c_{m+1})=0,\qquad m=-j,\dots,j-1 .
\end{equation}
The root is nonzero in this range, so $c_{m+1}=-c_m$. All $|c_m|^2$ are equal, and normalization over $2j+1$ terms gives the answer to the first question:
\begin{equation}
P(m,m')=\frac{\delta_{m',-m}}{2j+1}\qquad\text{(common axis)} .
\label{eq:common}
\end{equation}

The recursion fixes the state up to an overall phase, so there is at most one singlet. There is also at least one: a state built with these coefficients is annihilated by $J_+$ and by $J_n=\mathbf n\cdot\mathbf J$, hence by $\mathbf J^2=J_-J_++J_n^2+J_n$. With $c_j>0$ and $\mathbf n$ along $z$, the coefficients are the Clebsch--Gordan coefficients
\begin{equation}
\langle j\,m;\,j\,{-m}|0\,0\rangle=\frac{(-1)^{j-m}}{\sqrt{2j+1}} .
\end{equation}

\subsection{The mean product for two axes}

Equation~\eqref{eq:annihilate} with $\mathbf n=\mathbf b$ gives $\mathbf b\cdot\mathbf J_2|S\rangle=-\mathbf b\cdot\mathbf J_1|S\rangle$. Acting with $\mathbf a\cdot\mathbf J_1$ from the left moves the whole problem to spin 1:
\begin{equation}
\langle(\mathbf a\cdot\mathbf J_1)(\mathbf b\cdot\mathbf J_2)\rangle
=-\langle(\mathbf a\cdot\mathbf J_1)(\mathbf b\cdot\mathbf J_1)\rangle .
\label{eq:move}
\end{equation}
For any operator $A$ acting on spin 1 alone, Eq.~\eqref{eq:form} gives
\begin{align}
\langle S|A|S\rangle
&=\sum_{m,m'}c_{m'}^*c_m\,\langle m'|A|m\rangle\,\langle{-m'}|{-m}\rangle\nonumber\\
&=\sum_m|c_m|^2\langle m|A|m\rangle=\frac{\operatorname{Tr}A}{2j+1},
\label{eq:reduced}
\end{align}
because the states of spin 2 are orthonormal. Spin 1 by itself is completely unpolarized.

What remains is the single-spin trace $Q(\mathbf a,\mathbf b)=\operatorname{Tr}[(\mathbf a\cdot\mathbf J_1)(\mathbf b\cdot\mathbf J_1)]$. It is linear in each vector, and symmetric because a trace is unchanged when its two factors are exchanged. For a unit vector, $Q(\mathbf n,\mathbf n)$ is the sum of the squared eigenvalues of $\mathbf n\cdot\mathbf J_1$. These are $-j,\dots,j$ for every axis, so the sum is a constant $C$, and $Q(\mathbf v,\mathbf v)=C|\mathbf v|^2$ for a vector of any length. Then
\begin{align}
Q(\mathbf a,\mathbf b)
&=\tfrac12\left[Q(\mathbf a+\mathbf b,\mathbf a+\mathbf b)-Q(\mathbf a,\mathbf a)-Q(\mathbf b,\mathbf b)\right]\nonumber\\
&=\tfrac C2\left[|\mathbf a+\mathbf b|^2-1-1\right]=C\,\mathbf a\cdot\mathbf b .
\end{align}
Adding the cases $\mathbf a=\mathbf b$ along $x$, $y$ and $z$ fixes the constant:
\begin{equation}
3C=\operatorname{Tr}\mathbf J_1^2=(2j+1)\,j(j+1) .
\end{equation}
Equations~\eqref{eq:move} and \eqref{eq:reduced} now give $-C\,\mathbf a\cdot\mathbf b/(2j+1)$, that is,
\begin{equation}
\boxed{\;\langle(\mathbf a\cdot\mathbf J_1)(\mathbf b\cdot\mathbf J_2)\rangle=-\frac{j(j+1)}{3}\,\mathbf a\cdot\mathbf b\;}
\label{eq:result}
\end{equation}
in units of $\hbar^2$.

Each outcome has zero mean, since $\operatorname{Tr}(\mathbf n\cdot\mathbf J_1)=0$, and variance $C/(2j+1)=j(j+1)/3$; the same holds for spin 2. Dividing the mean product by this variance gives the correlation coefficient $-\mathbf a\cdot\mathbf b$ for every $j$. It equals $-1$ on a common axis, in accord with Eq.~\eqref{eq:common}.

\subsection{The numbers for $j=3/2$ at $60^\circ$}

Equation~\eqref{eq:result} gives $-\tfrac13\cdot\tfrac{15}{4}\cdot\tfrac12=-0.625$. The same value can be followed outcome by outcome. If spin 1 gives $m$ along $\mathbf a$, Eq.~\eqref{eq:form} leaves spin 2 in the state $-m$ along $\mathbf a$. Split $\mathbf b$ into $(\mathbf a\cdot\mathbf b)\,\mathbf a$ and a part perpendicular to $\mathbf a$. The perpendicular part of the spin is a combination of raising and lowering operators for the axis $\mathbf a$ and has zero mean in this state. The conditional mean of spin 2 along $\mathbf b$ is thus $-m\,\mathbf a\cdot\mathbf b$: it is $\mp0.75$ for $m=\pm\tfrac32$ and $\mp0.25$ for $m=\pm\tfrac12$. Each $m$ has probability $\tfrac14$, so
\begin{equation}
\tfrac14\left[2(1.5)(-0.75)+2(0.5)(-0.25)\right]=\tfrac14(-2.25-0.25)=-0.625 .
\end{equation}

The joint probabilities, with $m$ labelling rows and $m'$ columns, both in the order $\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$, are
\begin{equation}
P=\begin{pmatrix}
0.0039&0.0352&0.1055&0.1055\\
0.0352&0.0977&0.0117&0.1055\\
0.1055&0.0117&0.0977&0.0352\\
0.1055&0.1055&0.0352&0.0039
\end{pmatrix}.
\end{equation}
Opposite outcomes lie on the diagonal from lower left to upper right. They now have total probability $2(0.1055+0.0117)\approx0.234$, against 1 on a common axis.

For $m=\tfrac12$ the opposite outcome $m'=-\tfrac12$ is even the rarest in its row. To see why, represent spin 2, left in the state $-\tfrac12$ along $\mathbf a$, as the symmetric state of three spins $\tfrac12$ with one up and two down. For one such spin, with $c=\cos30^\circ$ and $s=\sin30^\circ$ (half the angle between the axes) and phases chosen to make the amplitudes real, $|{\uparrow_a}\rangle=c|{\uparrow_b}\rangle+s|{\downarrow_b}\rangle$. The orthogonal state is then $|{\downarrow_a}\rangle=-s|{\uparrow_b}\rangle+c|{\downarrow_b}\rangle$, so a spin keeps its direction with amplitude $c$, and the two kinds of reversal have the opposite amplitudes $s$ and $-s$. The three spins again show one up and two down if none reverses, with amplitude $c^3$, or if the up spin and one of the two down spins both reverse, with amplitude $-cs^2$ each. Each symmetric state is $1/\sqrt3$ times a sum of three arrangements, so their overlap is $\tfrac13$ times nine terms; each of the three initial arrangements contributes the same three amplitudes, and the overlap is their sum. The sum is $c(c^2-2s^2)=c/4$, and its square times $\tfrac14$ is $\tfrac{3}{256}\approx0.0117$. The two reversal terms cancel the fraction $2s^2/c^2=\tfrac23$ of the term $c^3$.

\section{Comparison}

The estimate \eqref{eq:estimate} has the right sign and the right dependence on the angle. Its size is too small:
\begin{equation}
\frac{\text{exact}}{\text{estimate}}=\frac{j(j+1)}{j^2}=1+\frac1j .
\end{equation}
The ratio is 3 for $j=\tfrac12$ and $\tfrac53$ for $j=\tfrac32$, where $-0.625$ replaces $-\tfrac38$; it tends to 1 for large $j$. The exact means at $60^\circ$ show the same departure from a pure square law. From $j=1$ to $j=2$ the value goes from $-0.3333$ to $-1.0000$, a factor of 3 where $j^2$ would give 4.

The fault lies in the length. Even in the state $m=j$ the squares of the two transverse components have means that add up to $j(j+1)-j^2=j$, whereas a vector of length $j$ along the axis has no transverse part. A classical length $\sqrt{j(j+1)}$ would reproduce Eq.~\eqref{eq:result}, but not the individual outcomes: the components of such a vector vary continuously and reach beyond $j$.

Perpendicular axes show what the mean leaves out. There $\mathbf a\cdot\mathbf b=0$ and the mean product vanishes, yet for $j\ge1$ the outcomes are not independent. Given $m$, spin 2 is in the state $-m$ along $\mathbf a$, in which the two transverse directions are equivalent, so the mean square of its component along $\mathbf b$ is $[j(j+1)-m^2]/2$. This depends on $m$. For $j=\tfrac12$ both values of $m^2$ coincide; two possible outcomes with zero mean are then equally likely whatever $m$ is, and the measurements are independent.

Finally, anticorrelation along one axis does not identify the singlet. Two spins $\tfrac12$ with total spin 1 and $M=0$ are in the state $(|{+}\rangle|{-}\rangle+|{-}\rangle|{+}\rangle)/\sqrt2$, whose outcomes along $z$ are opposite. Inserting $|{\pm}\rangle=(|{+_x}\rangle\pm|{-_x}\rangle)/\sqrt2$, the mixed products cancel and
\begin{equation}
\frac{|{+}\rangle|{-}\rangle+|{-}\rangle|{+}\rangle}{\sqrt2}
=\frac{|{+_x}\rangle|{+_x}\rangle-|{-_x}\rangle|{-_x}\rangle}{\sqrt2} .
\end{equation}
Along $x$ the outcomes are equal in every run. The numerical output confirms both statements, with probabilities 1 and 0 for opposite outcomes along $z$ and $x$. This state is annihilated by $J_z$ but not by $J_x$, whereas Eq.~\eqref{eq:annihilate} holds for the singlet along every axis.

\section*{Calculated quantities}
\begin{verbatim}
spin quantum number j = 1.5
angle between a and b = 60 degrees
a.b = 0.5000
joint probabilities, m along a (rows), m' along b (columns)
columns m' (hbar): +1.5  +0.5  -0.5  -1.5
m = +1.5 hbar: 0.00391  0.03516  0.10547  0.10547
m = +0.5 hbar: 0.03516  0.09766  0.01172  0.10547
m = -0.5 hbar: 0.10547  0.01172  0.09766  0.03516
m = -1.5 hbar: 0.10547  0.10547  0.03516  0.00391
sum of all joint probabilities = 1.00000
mean of b.J2 given m = +1.5: -0.7500 hbar
mean of b.J2 given m = +0.5: -0.2500 hbar
mean of b.J2 given m = -0.5: +0.2500 hbar
mean of b.J2 given m = -1.5: +0.7500 hbar
mean of (a.J1)(b.J2) = -0.6250 hbar^2
variance of a.J1 = 1.2500 hbar^2
correlation coefficient = -0.5000
both along b, probabilities of the pairs (m, -m): 0.2500  0.2500  0.2500  0.2500
both along b, total for opposite outcomes = 1.0000
both along b, mean product = -1.2500 hbar^2
mean product at 60 degrees, j = 0.5: -0.1250 hbar^2
mean product at 60 degrees, j = 1.0: -0.3333 hbar^2
mean product at 60 degrees, j = 1.5: -0.6250 hbar^2
mean product at 60 degrees, j = 2.0: -1.0000 hbar^2
total spin 1, M = 0, both along z: probability of opposite outcomes = 1.0000
total spin 1, M = 0, both along x: probability of opposite outcomes = 0.0000
\end{verbatim}
